**Polarizability of a charged harmonic oscillator: numerical tests**

A charge $q$ of mass $m$, bound with angular frequency $\omega$ in a uniform static field $E$, has the polarizability $\alpha=q^2/(m\omega^2)$ in every stationary state $n$. The program diagonalizes the Hamiltonian on a position grid and asserts that the five lowest states are displaced by $qE/(m\omega^2)$, lowered by $\alpha E^2/2$ and unchanged in spread, for two sets of mass, charge and frequency. It also asserts that the energy and dipole definitions of $\alpha$ agree for $n=0$ to 3, and that the levels above and below contribute $(n+1)\alpha$ and $-n\alpha$. For three different initial states, it asserts that a suddenly applied field changes the mean position by $x_0(1-\cos\omega t)$, where $x_0=qE/(m\omega^2)$. With an added energy $\lambda x^4$, it asserts the first-order law $\alpha_n/\alpha=1-12g(n+\tfrac12)$ at very small $g=\lambda a^4/(\hbar\omega)$, where $a^2=\hbar/(m\omega)$. For an electron with $\hbar\omega=10$ eV, the output shows a polarizability volume of 1.0972 Å³ in all four listed levels, although their spread grows from 62 to 163 pm. At $g=0.001$, the ratio $\alpha_n/\alpha$ falls from 0.994 for $n=0$ to 0.960 for $n=3$.

## Numerical check

```python
"""Charged harmonic oscillator in a uniform static field.

Result under test: H = p^2/(2m) + m w^2 x^2/2 - q E x has eigenstates that are
the field-free ones displaced by x0 = q E/(m w^2), all lowered by alpha E^2/2,
with polarizability alpha = q^2/(m w^2) for every level n.
Symbols: m mass, w angular frequency, q charge, E field, n level number.
Also tested: the sum over states, the motion after sudden switching of the
field, and the loss of state independence when a term lambda x^4 is added.
The numerical side is diagonalization on a position grid (sinc functions).
Atomic units (hbar = electron mass = e = 1) are used inside the program.
"""
import numpy as np
from math import factorial
from scipy import constants as sc
from scipy.special import eval_hermite

PC = sc.physical_constants
HARTREE_EV = PC["Hartree energy in eV"][0]
BOHR_PM = PC["Bohr radius"][0] * 1e12
FIELD_AU = PC["atomic unit of electric field"][0]
POLARIZABILITY_AU = PC["atomic unit of electric polarizability"][0]
BOHR3_A3 = (BOHR_PM / 100) ** 3


def solve(mass, omega, charge, field, quartic=0.0):
    """Grid positions, energies and eigenvectors of the full Hamiltonian."""
    x = np.linspace(-13, 13, 221) / np.sqrt(mass * omega)
    step = x[1] - x[0]
    index = np.arange(x.size)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff).astype(float)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2 / safe**2)
    kinetic = kinetic * (-1.0) ** np.abs(diff) / (2 * mass * step**2)
    potential = mass * omega**2 * x**2 / 2 - charge * field * x + quartic * x**4
    energies, vectors = np.linalg.eigh(kinetic + np.diag(potential))
    return x, energies, vectors


def oscillator_state(n, x, mass, omega, centre=0.0):
    """Analytic oscillator eigenfunction sampled as a unit grid vector."""
    s = np.sqrt(mass * omega) * (x - centre)
    norm = (mass * omega / np.pi) ** 0.25 / np.sqrt(2.0**n * factorial(n))
    return norm * eval_hermite(n, s) * np.exp(-s**2 / 2) * np.sqrt(x[1] - x[0])


def mean_position(x, vector):
    return float(np.sum(x * np.abs(vector) ** 2))


# Model parameters: an electron with a 10 eV quantum, in two fields
quantum_ev = 10.0
weak_si, strong_si = 1e9, 20e9
m, q, w = 1.0, -1.0, quantum_ev / HARTREE_EV
weak, strong = weak_si / FIELD_AU, strong_si / FIELD_AU
alpha = q**2 / (m * w**2)

# Displaced states and common energy shift, also for another mass and charge
for mass, omega, charge, field in [(m, w, q, weak), (m, w, q, strong),
                                   (2.5, 0.6, 1.3, 0.5)]:
    x, free_energy, free_vec = solve(mass, omega, charge, 0.0)
    _, energy, vec = solve(mass, omega, charge, field)
    x0 = charge * field / (mass * omega**2)
    shift = -charge**2 * field**2 / (2 * mass * omega**2)
    for n in range(5):
        assert abs(free_energy[n] - omega * (n + 0.5)) < 1e-9
        assert abs((energy[n] - free_energy[n]) / shift - 1) < 1e-5
        position = mean_position(x, vec[:, n])
        assert abs(position / x0 - 1) < 1e-7
        variance = mean_position(x**2, vec[:, n]) - position**2
        assert abs(variance * mass * omega - (n + 0.5)) < 1e-8
        displaced = oscillator_state(n, x, mass, omega, x0)
        assert abs(abs(displaced @ vec[:, n]) - 1) < 1e-9

# Polarizability of each level from its two definitions
x, e_free, v_free = solve(m, w, q, 0.0)
_, e_plus, v_plus = solve(m, w, q, strong)
_, e_minus, v_minus = solve(m, w, q, -strong)
levels = range(4)
from_energy = [-(e_plus[n] + e_minus[n] - 2 * e_free[n]) / strong**2
               for n in levels]
from_dipole = [q * (mean_position(x, v_plus[:, n])
                    - mean_position(x, v_minus[:, n])) / (2 * strong)
               for n in levels]
spread = [np.sqrt(mean_position(x**2, v_free[:, n])) for n in levels]
assert np.allclose(from_energy, alpha, rtol=1e-7)
assert np.allclose(from_dipole, alpha, rtol=1e-7)

# The same formula evaluated in SI units agrees with the converted grid value
omega_si = quantum_ev * sc.e / sc.hbar
spring_si = sc.m_e * omega_si**2
alpha_si = sc.e**2 / spring_si
assert abs(from_dipole[0] * POLARIZABILITY_AU / alpha_si - 1) < 1e-6
volume_a3 = alpha_si / (4 * np.pi * sc.epsilon_0) * 1e30
assert abs(volume_a3 / (from_dipole[0] * BOHR3_A3) - 1) < 1e-6

# Second-order sum over all grid states, split into higher and lower levels
x_matrix = v_free.T @ (x[:, None] * v_free)
upper, lower = [], []
for n in levels:
    others = np.arange(x.size) != n
    terms = np.zeros(x.size)
    terms[others] = (2 * q**2 * x_matrix[others, n] ** 2
                     / (e_free[others] - e_free[n]))
    upper.append(terms[n + 1:].sum())
    lower.append(terms[:n].sum())
    neighbours = np.abs(np.arange(x.size) - n) == 1
    assert np.abs(terms[~neighbours]).sum() < 1e-9 * alpha
    assert abs(upper[n] / alpha - (n + 1)) < 1e-7
    assert abs(lower[n] / alpha + n) < 1e-7

# Sudden switching: change of the mean position for quite different states
basis = np.array([oscillator_state(n, x, m, w) for n in range(6)])
rng = np.random.default_rng(4)
random_mix = (rng.normal(size=6) + 1j * rng.normal(size=6)) @ basis
starts = [basis[2].astype(complex), (basis[0] + basis[1]) / np.sqrt(2) + 0j,
          random_mix / np.linalg.norm(random_mix)]
times = 2 * np.pi / w * np.arange(16) / 16
x0_strong = q * strong / (m * w**2)


def motion(start, energies, vectors):
    coefficients = vectors.T @ start
    return np.array([mean_position(
        x, vectors @ (np.exp(-1j * energies * t) * coefficients))
        for t in times])


free_paths, induced = [], []
for start in starts:
    free_path = motion(start, e_free, v_free)
    change = motion(start, e_plus, v_plus) - free_path
    assert np.allclose(change, x0_strong * (1 - np.cos(w * times)), atol=1e-8)
    assert abs(change.mean() / x0_strong - 1) < 1e-7
    free_paths.append(free_path)
    induced.append(change)


# Quartic term: g = lambda a^4/(hbar w), with a^2 = hbar/(m w)
def quartic_ratios(g):
    quartic = g * m**2 * w**3
    _, _, plus = solve(m, w, q, weak, quartic)
    _, _, minus = solve(m, w, q, -weak, quartic)
    return np.array([q * (mean_position(x, plus[:, n])
                          - mean_position(x, minus[:, n])) / (2 * weak) / alpha
                     for n in levels])


tiny_g, shown_g = 1e-5, 1e-3
slopes = (1 - quartic_ratios(tiny_g)) / tiny_g
first_order_slopes = np.array([12 * (n + 0.5) for n in levels])
assert np.allclose(slopes, first_order_slopes, rtol=1e-2)
ratios = quartic_ratios(shown_g)
assert np.all(np.diff(ratios) < -0.005)

print("MODEL: electron, charge -e, harmonic binding")
print(f"oscillator quantum hbar*omega = {quantum_ev:.1f} eV")
print(f"angular frequency = {omega_si:.4e} rad/s")
print(f"spring constant m*omega^2 = {spring_si:.2f} N/m")
print(f"polarizability, formula = {alpha_si:.4e} C^2 m^2/J")
print(f"polarizability volume, formula = {volume_a3:.4f} angstrom^3")
for name, field_si, field in [("weak", weak_si, weak),
                              ("strong", strong_si, strong)]:
    _, e_on, v_on = solve(m, w, q, field)
    place = mean_position(x, v_on[:, 0]) * BOHR_PM
    print(f"{name} field = {field_si * 1e-9:.1f} V/nm")
    print(f"  force on the charge = {-sc.e * field_si:.4e} N")
    print(f"  displacement, grid, n=0 = {place:.4f} pm")
    print(f"  induced dipole, grid, n=0 = {q * place:.4f} e pm")
    print(f"  energy shift, grid, n=0 = "
          f"{(e_on[0] - e_free[0]) * HARTREE_EV * 1e3:.4f} meV")
print("LEVELS: grid values, strong field used for polarizabilities")
print("n | free energy eV | shift meV | rms spread pm |"
      " volume from energy, from dipole angstrom^3")
for n in levels:
    print(f"{n} | {e_free[n] * HARTREE_EV:.4f} | "
          f"{(e_plus[n] - e_free[n]) * HARTREE_EV * 1e3:.4f} | "
          f"{spread[n] * BOHR_PM:.2f} | {from_energy[n] * BOHR3_A3:.4f}, "
          f"{from_dipole[n] * BOHR3_A3:.4f}")
print("SUM OVER STATES: n | higher levels | lower levels | total, angstrom^3")
for n in levels:
    print(f"{n} | {upper[n] * BOHR3_A3:.4f} | {lower[n] * BOHR3_A3:.4f} | "
          f"{(upper[n] + lower[n]) * BOHR3_A3:.4f}")
print("SUDDEN STRONG FIELD: equal superposition of n=0 and n=1")
print(f"period = {2 * np.pi / omega_si * 1e15:.4f} fs")
print(f"field-free mean position at t=0 = {free_paths[1][0] * BOHR_PM:.2f} pm")
print(f"field-free mean position at half period = "
      f"{free_paths[1][8] * BOHR_PM:.2f} pm")
print(f"field-induced change at half period = {induced[1][8] * BOHR_PM:.4f} pm")
print(f"field-induced change, period average = "
      f"{induced[1].mean() * BOHR_PM:.4f} pm")
print(f"QUARTIC TERM: g = {shown_g:.3f} (dimensionless)")
print("n | alpha_n/alpha on grid | first-order formula (dimensionless)")
for n in levels:
    print(f"{n} | {ratios[n]:.4f} | {1 - shown_g * first_order_slopes[n]:.4f}")
print("all tests passed")
```

Running it gives:

```
MODEL: electron, charge -e, harmonic binding
oscillator quantum hbar*omega = 10.0 eV
angular frequency = 1.5193e+16 rad/s
spring constant m*omega^2 = 210.26 N/m
polarizability, formula = 1.2209e-40 C^2 m^2/J
polarizability volume, formula = 1.0972 angstrom^3
weak field = 1.0 V/nm
  force on the charge = -1.6022e-10 N
  displacement, grid, n=0 = -0.7620 pm
  induced dipole, grid, n=0 = 0.7620 e pm
  energy shift, grid, n=0 = -0.3810 meV
strong field = 20.0 V/nm
  force on the charge = -3.2044e-09 N
  displacement, grid, n=0 = -15.2399 pm
  induced dipole, grid, n=0 = 15.2399 e pm
  energy shift, grid, n=0 = -152.3993 meV
LEVELS: grid values, strong field used for polarizabilities
n | free energy eV | shift meV | rms spread pm | volume from energy, from dipole angstrom^3
0 | 5.0000 | -152.3993 | 61.73 | 1.0972, 1.0972
1 | 15.0000 | -152.3993 | 106.91 | 1.0972, 1.0972
2 | 25.0000 | -152.3993 | 138.02 | 1.0972, 1.0972
3 | 35.0000 | -152.3993 | 163.31 | 1.0972, 1.0972
SUM OVER STATES: n | higher levels | lower levels | total, angstrom^3
0 | 1.0972 | 0.0000 | 1.0972
1 | 2.1945 | -1.0972 | 1.0972
2 | 3.2917 | -2.1945 | 1.0972
3 | 4.3890 | -3.2917 | 1.0972
SUDDEN STRONG FIELD: equal superposition of n=0 and n=1
period = 0.4136 fs
field-free mean position at t=0 = 61.73 pm
field-free mean position at half period = -61.73 pm
field-induced change at half period = -30.4799 pm
field-induced change, period average = -15.2399 pm
QUARTIC TERM: g = 0.001 (dimensionless)
n | alpha_n/alpha on grid | first-order formula (dimensionless)
0 | 0.9941 | 0.9940
1 | 0.9824 | 0.9820
2 | 0.9710 | 0.9700
3 | 0.9598 | 0.9580
all tests passed
```
